# Why cold-grown strained films outlast their equilibrium critical thickness

**Question.** A film grown with lattice misfit on a thick substrate passes the thickness at which misfit dislocations would lower its energy. The stress driving relaxation is then positive, yet a film grown cold can stay almost fully strained far beyond that thickness. What holds it there, and how thick can it become before relaxation shows?

**Answer.** A positive excess stress fixes the direction of the change, not its rate. Misfit dislocations are laid down by threading arms, the segments that run from the interface to the free surface. Arms must first be created and must then glide, and each process crosses an energy barrier by thermal activation. On cooling, the driving stress hardly changes, while the rates fall exponentially. The film is metastable: it has not become stable, and heating can still relax it.

The algebra is in atomic units, with $\theta=k_BT$ the thermal energy; numbers are in eV, Å, s and K.

## The stress that drives relaxation

Take a flat (001) film of thickness $h$ and misfit strain $f$. Film and substrate are isotropic, with equal shear modulus $\mu$ and Poisson ratio $\nu$. The free surface carries no normal stress, so equal in-plane strains $\varepsilon$ require equal in-plane stresses $\sigma$ with $\varepsilon=(1-\nu)\sigma/E$. Since $E=2\mu(1+\nu)$,

$$\sigma=M\varepsilon,\qquad M=2\mu\frac{1+\nu}{1-\nu}.$$

The energy per volume is $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$.

Dislocations glide on {111} planes, inclined to the interface by $\psi$ with $\sin\psi=\sqrt{2/3}$. Their Burgers vector, of length $b$, makes 60° with the misfit line. Its components are $b/2$ along the line, $b_m=b/2$ in the interface across the line, and $b/\sqrt2$ normal to the interface. Only $b_m$ relieves misfit. For plane normal $(1,1,1)/\sqrt3$ and slip direction $(0,1,-1)/\sqrt2$, the stress $\mathrm{diag}(\sigma,\sigma,0)$ gives the resolved shear stress $\sigma/\sqrt6=\tfrac12\sigma\sin\psi$.

Relaxation also costs line energy. For the edge component $b_e$, try the plane-strain field

$$\sigma_{rr}=\sigma_{\varphi\varphi}=-\frac{D\sin\varphi}{r},\qquad \sigma_{r\varphi}=\frac{D\cos\varphi}{r}.$$

It satisfies both equilibrium equations, and its trace is harmonic, as compatibility requires. To find $D$, integrate the strains. Hooke's law gives $\varepsilon_{rr}=\varepsilon_{\varphi\varphi}=-K\sin\varphi/r$ with $K=(1-2\nu)D/2\mu$. Hence

$$u_r=-K\sin\varphi\ln r+G'(\varphi),\qquad u_\varphi=K\cos\varphi(1-\ln r)-G(\varphi).$$

The shear strain then demands $G''+G=(D/\mu+2K)\cos\varphi=2(1-\nu)(D/\mu)\cos\varphi$, solved by $G=(1-\nu)(D/\mu)\,\varphi\sin\varphi$. Around one circuit from $\varphi=0$, $u_r$ jumps by $2\pi(1-\nu)D/\mu$. This jump is $b_e$, so $D=\mu b_e/[2\pi(1-\nu)]$.

The energy density is $[(1-2\nu)\sigma_{rr}^2+\sigma_{r\varphi}^2]/2\mu$. Multiplied by $r^2$ and integrated over angle it gives

$$\frac{D^2}{2\mu}\left[(1-2\nu)\pi+\pi\right]=\frac{\mu b_e^2}{4\pi(1-\nu)}.$$

A screw component $b_s$ has $\sigma_{\varphi z}=\mu b_s/2\pi r$ and contributes $\mu b_s^2/4\pi$. With $b_s^2=b^2/4$ and $b_e^2=3b^2/4$, the sum is

$$A=\frac{\mu b^2}{4\pi}\left[\frac14+\frac{3}{4(1-\nu)}\right]=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}.$$

Now place the line at depth $h$ below the free surface and exclude a core of radius $r_0\ll h$. Enlarging the core by $dr_0$ removes the energy $A\,dr_0/r_0$, because the field near the core is the one just found. By scaling, the energy depends on $h/r_0$ alone. It is therefore $A\ln(h/r_0)$ plus a constant. One core parameter $\alpha$ absorbs that constant and the core energy:

$$W(h)=A\ln\frac{\alpha h}{b}.$$

Let two orthogonal arrays relax the strain by $\delta$ in each direction. Each array has $\delta/b_m$ lines per unit length, so the line length per area is $\Lambda=2\delta/b_m$. In mean field, where lines interact through the average strain, the energy per area is

$$U=M(f-\delta)^2h+\frac{2\delta}{b_m}W(h).$$

An arm that advances by unit length lays down unit length of line. The force on it is

$$F=-\frac{dU}{d\Lambda}=-\frac{b_m}{2}\frac{dU}{d\delta}=M(f-\delta)b_mh-W(h).$$

The arm has length $h/\sin\psi$ in its glide plane. A shear stress $\tau_{ex}$ does work $\tau_{ex}bh/\sin\psi$ per unit advance. Equating this to $F$ defines the excess stress:

$$\tau_{ex}=\frac{F\sin\psi}{bh}=\frac{\sin\psi}{2}M(f-\delta)-\frac{W\sin\psi}{bh}.$$

The equilibrium critical thickness $h_c$ is the larger root of $F=0$ at $\delta=0$; the smaller root lies at core dimensions, where $W$ has no meaning. Above $h_c$ the unrelaxed film has $\tau_{ex}>0$. Temperature has not entered.

## Why a positive stress does not create arms

Consider a half-loop of radius $R$ growing from a perfect surface. Its orientation varies along its length, so the average screw and edge weights are both one half, and

$$A'=\frac{\mu b^2}{4\pi}\left[\frac12+\frac1{2(1-\nu)}\right]=\frac{\mu b^2(2-\nu)}{8\pi(1-\nu)}.$$

Give each piece of the loop a straight-line energy with outer length $R$, and neglect the energy of the surface step. For resolved shear stress $\tau$,

$$E(R)=\pi RA'\ln\frac{\alpha R}{b}-\frac{\pi}{2}R^2b\tau.$$

The cost grows nearly as $R$ and the gain as $R^2$, so a small loop is pulled shut. Setting $dE/dR=0$ gives, with $L=\ln(\alpha R_c/b)$,

$$R_cb\tau=A'(L+1).$$

Inserting this in the second term of $E$,

$$E^*=\pi R_cA'L-\frac{\pi}{2}R_cA'(L+1)=\frac{\pi}{2}R_cA'(L-1).$$

Once the critical loop fits in the unrelaxed film, this barrier does not depend on $h$. Further growth raises the final energy gain without lowering the first obstacle.

For the example below, $E^*$ is hundreds of eV, and a perfect surface would never nucleate a loop thermally. Loops must then start at special sites, such as defects, with a much smaller barrier $Q_n$. Here $Q_n$ is a constant model parameter. With $n_s$ sources per area and attempt rate $\omega$, the number of loops per area and time is

$$J=\omega n_s e^{-Q_n/\theta}.$$

## Why existing arms move slowly

Let an elementary segment of length $b$ jump a distance $b$ over a glide barrier $Q_g$. The excess stress does work $w=\tau_{ex}b^3$. Tilting the barrier symmetrically lowers it by $w/2$ forward and raises it by $w/2$ backward. The two rates have the ratio $e^{w/\theta}$, as detailed balance requires. The mean velocity is $b$ times their difference:

$$v=b\omega\left[e^{-(Q_g-w/2)/\theta}-e^{-(Q_g+w/2)/\theta}\right]=2\omega b\,e^{-Q_g/\theta}\sinh\frac{\tau_{ex}b^3}{2\theta}.$$

The velocity vanishes at zero excess stress. For $w\ll2\theta$ it is linear in stress, $v\simeq\omega b(w/\theta)e^{-Q_g/\theta}$. The form needs $w/2<Q_g$, so that a barrier remains.

## From the rates to a thickness

Let the film grow at the constant rate $g$ and pass $h_c$ at time $t_c$. Write $s=h-h_c=g(t-t_c)$. Every half-loop supplies two arms, so with $\rho_0$ inherited arms per area

$$\rho=\rho_0+\frac{2Js}{g}.$$

Moving arms add line length at the rate $\rho v$. Since $\delta=b_m\Lambda/2$,

$$\frac{d\delta}{dt}=\frac{b_m}{2}\rho v,\qquad \frac{d\delta}{dh}=\frac{b_m}{2g}\rho v.$$

New loops are assumed to reach the interface at once, and arms neither block nor annihilate one another. Both assumptions favour relaxation. The first is accurate only when the transit time, about $h/(v\sin\psi)$, is short compared with the growth time $s/g$; in a film much thicker than $h_c$ this means $v\sin\psi\gg g$. Otherwise the equation overestimates the relaxed strain. Multiplication of arms, which would also favour it, is left out here and treated below.

Because $W>0$ and $\delta\ge0$, the excess stress cannot exceed the full resolved misfit stress $\tau_0=\tfrac12Mf\sin\psi$. With $w_0=\tau_0b^3$, the velocity is at most

$$v_{max}=2\omega b\,e^{-Q_g/\theta}\sinh\frac{w_0}{2\theta}.$$

Replacing $v$ by $v_{max}$ and integrating from zero to $s$ gives

$$\delta\le\frac{b_mv_{max}}{2g}\left[\rho_0s+\frac{Js^2}{g}\right].$$

Let $\delta_d$ be the smallest relaxed strain that counts as detectable. If $\rho_0=0$, it cannot be reached before

$$s_{min}=g\sqrt{\frac{2\delta_d}{b_mv_{max}J}}.$$

This is a lower bound on the delay. The kinetic thickness, where $\delta=\delta_d$, is at least $h_c+s_{min}$.

The square root comes from arms accumulating while they glide: their number grows as $t$ and the relaxed strain as $t^2$. Differentiating with respect to $1/\theta$,

$$\frac{d\ln s_{min}}{d(1/\theta)}=\frac12\left[Q_n+Q_g-\frac{w_0}{2}\coth\frac{w_0}{2\theta}\right].$$

The barriers enter as half their sum, less a correction for the help given by the stress. When they are large compared with $\theta$ and $w_0/2$, the delay rises exponentially on cooling.

The time $s_{min}/g$ does not contain $g$. The film is thus protected for at least a certain time, and faster growth deposits more material within it.

**Inherited arms.** If nucleation is negligible but $\rho_0>0$, the linear term alone gives

$$s_{min}=\frac{2g\delta_d}{b_mv_{max}\rho_0}.$$

The nucleation barrier has dropped out. The delay still rises exponentially, now through the full $Q_g$ with its stress correction.

**Multiplying arms.** Suppose each arm creates $\kappa$ new arms per unit length travelled. At constant velocity $v$ and $\rho_0=0$, $d\rho/dt=2J+\kappa v\rho$. With $t$ counted from $t_c$,

$$\rho=\frac{2J}{\kappa v}\left(e^{\kappa vt}-1\right),\qquad \delta=\frac{b_mJ}{\kappa^2v}\left(e^{\kappa vt}-1-\kappa vt\right).$$

For $\kappa vt\ll1$ this returns $\delta=b_mJvt^2/2$, the earlier law. For $\kappa vt\gg1$ the exponential dominates and

$$t\simeq\frac{1}{\kappa v}\ln\frac{\kappa^2v\delta_d}{b_mJ}.$$

Multiplication can therefore break the bound $s_{min}$. The nucleation rate then enters only through a logarithm. Apart from this logarithm, which also contains $v$, the time varies as $1/v$, so slow glide still delays relaxation.

## The numbers

Take round model parameters: $\mu=0.40$ eV/Å³, $\nu=0.25$, $b=4.0$ Å, $\alpha=4.0$, $f=0.010$, $Q_g=2.00$ eV, $Q_n=2.50$ eV, $\omega=10^{13}$ s⁻¹, $n_s=10^{-10}$ Å⁻², $g=1.0$ Å/s and $\delta_d=10^{-4}$, one per cent of the misfit. There are no inherited arms unless stated.

These give $M=1.333$ eV/Å³ and $A=0.6366$ eV/Å. At $h_c=112.8$ Å the two parts of $F$ balance:

$$0.01333\times2.0\times112.8\simeq0.6366\ln112.8\simeq3.01\ \text{eV/Å}.$$

At 1000 Å the unrelaxed film has a resolved misfit stress of 0.00544 eV/Å³. The line energy takes away about 0.00090, leaving an excess stress of 0.00455 eV/Å³. In equilibrium this film would have relaxed by 0.00835, most of its misfit.

The critical half-loop on a perfect surface has $R_c=167$ Å and $E^*=642$ eV. It reaches 136 Å below the surface, so the barrier formula applies to films thicker than that. The barrier depends on $\alpha$, here taken over from the straight misfit line although the constant for a loop need not be the same. With $\alpha=1$ it is still 269 eV at this misfit. At a misfit of 0.04 it is 67 eV for $\alpha=4$ but only about 6 eV for $\alpha=1$, so the estimate is not reliable at large misfit. At the misfit of 0.01 the barrier is hundreds of eV for either value. This is why the example needs defect sources.

At 800 K, $\theta=0.06894$ eV and $w_0/2=0.1742$ eV. The rates are

$$J=10^3e^{-2.50/0.06894}\simeq1.78\times10^{-13}\ \text{Å}^{-2}\text{s}^{-1},$$

$$v_{max}=8\times10^{13}e^{-2.00/0.06894}\sinh\frac{0.1742}{0.06894}\simeq125\ \text{Å/s}.$$

The bound follows:

$$s_{min}=1.0\sqrt{\frac{2\times10^{-4}}{2.0\times125\times1.78\times10^{-13}}}\simeq2.12\times10^3\ \text{Å}.$$

Integrating the rate equation with the true excess stress gives a delay of 2468 Å and a kinetic thickness of 2581 Å (4878 bohr), about 23 times $h_c$. Other temperatures give:

| $T$ (K) | Bound $s_{min}$ (Å) | Integrated delay (Å) |
|---|---|---|
| 700 | 187000 | 189200 |
| 750 | 17140 | 17800 |
| 800 | 2119 | 2468 |
| 850 | 335 | 511 |
| 900 | 65 | 144 |

The sole inequality in the derivation was $v\le v_{max}$, so the gap between the columns measures the stress lost to line energy and to relaxation already achieved. Near $h_c$ the line energy cancels most of the misfit stress. At 900 K detection comes in this range, and the integrated delay is more than twice the bound. At 700 K it comes in a very thick film, and the two agree to about one per cent of the bound. That thickness, some 19 micrometres, is a result of the model and presumes flat growth with unchanged sources throughout.

Between 600 and 620 K the logarithm of the integrated delay has a slope of 2.163 eV against $1/\theta$, in agreement with the derived expression. This confirms the algebra of the model, not a physical activation energy: the delays there are millimetres, and $v_{max}\sin\psi$ is far below $g$, so most loops would not reach the interface in time. The ratio $g/(v_{max}\sin\psi)$ is about 0.01 at 800 K but already 0.4 at 700 K. Where it is not small, the integrated delay is an underestimate and the glide barrier weighs more than half.

Changing one cause at a time shows what controls the delay. At 700 K, lowering either barrier by 0.5 eV cuts it from 189200 Å to 3397 Å. The two results coincide because, without inherited arms, $J$ and $v$ enter the rate equation as a product, which contains only $Q_n+Q_g$. This product form rests on instant arrival at the interface; a finite transit time depends on $v$ alone and would separate the two cases. The bound alone would fall by $e^{0.5/(2\times0.06032)}\simeq63$. The integrated delay falls by 56, because detection moves to a thinner film, where line energy matters more.

With $10^{-8}$ inherited arms per Å², the delay at 700 K is 4836 Å. Glide alone still protects the film, but far less than glide and nucleation together. Without inherited arms, growth at 10 Å/s lengthens the delay to $1.885\times10^6$ Å, close to the tenfold increase expected from the rate equation. Here $g$ exceeds $v_{max}\sin\psi$, so instant arrival fails and this value is an underestimate.

## Metastable, not stable

A film grown at 700 K to 1000 Å has relaxed by only $1.1\times10^{-9}$. Held at that thickness and temperature for another 1000 s, it reaches $6.0\times10^{-9}$. If it is held for the same time at 900 K instead, the relaxed strain becomes 0.00621, or 74 per cent of the equilibrium value. In this hold each arm crosses hundreds of orthogonal misfit lines and each source emits about 100 loops, so blocking, which the model omits, makes the exact fraction unreliable. The elastic driving force at the start of both holds is the same; the rates differ. As relaxation proceeds, $\tau_{ex}$ falls and each arm slows down. The velocity vanishes at equilibrium, so the held film does not overshoot it. At the opposite limit, a film grown at 1100 K lags only just above $h_c$. By 150 Å its relaxed strain is within one per cent of equilibrium, and at 1000 Å it has relaxed by the equilibrium value, 0.00835. By then the model holds about $6\times10^{-6}$ arms per Å², closer together than the film is thick, so this limit shows the behaviour of the rate equation, not of a real film, where arms would block and annihilate.

## What the People-Bean thickness can say

The People-Bean criterion equates the film's strain energy per area to the energy of a screw dislocation spread over a width $2\sqrt2a$, with $a=\sqrt2b$ the lattice parameter:

$$Mf^2h=\frac{1}{2\sqrt2a}\frac{\mu b^2}{4\pi}\ln\frac hb.$$

Inserting $M$ and solving for the prefactor,

$$h_{PB}=\frac{1-\nu}{1+\nu}\,\frac{b^2}{16\sqrt2\,\pi af^2}\ln\frac{h_{PB}}b.$$

The width is an assumption; it does not follow from minimizing $U$. Here $h_{PB}=1398$ Å, about twelve times $h_c$. The formula contains no barrier, temperature or growth rate, so it cannot be a general kinetic limit.

The kinetic thickness does pass through this value, at 819.3 K for growth at 1 Å/s and at 885.5 K for 10 Å/s. Agreement with $h_{PB}$ under one set of growth conditions therefore does not show that its energy balance controls relaxation. A test is to change the temperature or the growth rate: a kinetic thickness moves, while $h_{PB}$ stays fixed. The full set of values is in the numerical output below.

## Computed values

```
shear modulus = 0.40 eV/A^3; Poisson ratio = 0.25
Burgers length = 4.0 A; core parameter alpha = 4.0
misfit = 0.010; detectable relaxed strain = 1.0e-04
glide barrier = 2.00 eV; nucleation = 2.50 eV
attempt rate = 1.0e+13 1/s; sources = 1.0e-10 1/A^2
growth rate = 1.0 A/s
biaxial modulus M = 1.3333 eV/A^3
misfit stress = 0.01333 eV/A^3
resolved shear stress = 0.005443 eV/A^3
line coefficient A = 0.6366 eV/A; loop A' = 0.5942 eV/A
equilibrium critical thickness h_c = 112.8 A
perfect surface, misfit 0.01: R_c = 166.9 A, E* = 641.6 eV
perfect surface, misfit 0.02: R_c = 72.0 A, E* = 220.2 eV
perfect surface, misfit 0.04: R_c = 30.0 A, E* = 67.3 eV
depth of critical loop at misfit 0.01 = 136.3 A
unrelaxed film at 1000 A: excess stress = 0.004546 eV/A^3
equilibrium relaxed strain at 1000 A = 0.00835
half work of full shear stress per jump = 0.1742 eV
T = 700 K: kT = 0.06032 eV; J = 1.002e-15 1/(A^2 s); v_max = 2.854e+00 A/s
T = 750 K: kT = 0.06463 eV; J = 1.588e-14 1/(A^2 s); v_max = 2.144e+01 A/s
T = 800 K: kT = 0.06894 eV; J = 1.781e-13 1/(A^2 s); v_max = 1.251e+02 A/s
T = 850 K: kT = 0.07325 eV; J = 1.504e-12 1/(A^2 s); v_max = 5.926e+02 A/s
T = 900 K: kT = 0.07756 eV; J = 1.001e-11 1/(A^2 s); v_max = 2.361e+03 A/s
T = 700 K: delay bound = 1.87e+05 A; integrated delay = 1.892e+05 A; kinetic thickness = 1.893e+05 A
T = 750 K: delay bound = 1.714e+04 A; integrated delay = 1.78e+04 A; kinetic thickness = 1.791e+04 A
T = 800 K: delay bound = 2119 A; integrated delay = 2468 A; kinetic thickness = 2581 A
T = 850 K: delay bound = 335 A; integrated delay = 511.4 A; kinetic thickness = 624.2 A
T = 900 K: delay bound = 65.04 A; integrated delay = 144 A; kinetic thickness = 256.8 A
kinetic thickness at 800 K = 4878 bohr
slope of ln(delay) vs 1/kT, 600-620 K: integrated = 2.1630 eV
slope of ln(delay) vs 1/kT: formula = 2.1627 eV
700 K, nucleation barrier lowered 0.5 eV: delay = 3397 A
700 K, glide barrier lowered 0.5 eV: delay = 3397 A
700 K, inherited arms 1.0e-08 1/A^2: delay = 4836 A; bound = 3503 A
700 K, growth 10 A/s: delay = 1.885e+06 A
relaxed strain at 1000 A, grown at 700 K = 1.129e-09
relaxed strain at 1000 A, grown at 1100 K = 0.00835
cold-grown film held 1000 s at 700 K: relaxed = 6.032e-09
cold-grown film held 1000 s at 900 K: relaxed = 0.00621
fraction of equilibrium relaxation after 900 K hold = 0.744
People-Bean thickness = 1398.2 A
kinetic = People-Bean thickness at 819.3 K for growth 1 A/s
kinetic = People-Bean thickness at 885.5 K for growth 10 A/s
```
